# Why a neutral supercell with frozen polaron geometry needs finite-size corrections

## The result

Let a localized carrier of charge $q$ relax the ions of a cubic supercell of side $L$. Then remove the carrier and hold the ions fixed. The cell is neutral, but its displaced ions still carry a localized source charge

$$q_{\rm pol}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right),$$

together with a uniform density $-q_{\rm pol}/L^3$ that makes the total zero. Here $\varepsilon_\infty$ is the permittivity with ions fixed and $\varepsilon_0$ the static one. The localized charge interacts with its periodic images, and the energy stored in the lattice distortion also depends on $L$. To leading order the neutral energy, measured from the pristine cell, is in error by

$$E_{\rm img}(0)=-\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),$$

where $\alpha$ is the Madelung constant of the cubic array. The correction to add is $-E_{\rm img}(0)$, which is positive. Zero total charge removes the net monopole of the cell, but not the long-range field that the frozen ions produce.

The derivation assumes linear response, cubic symmetry and a carrier small compared with $L$. Formulas are in atomic units, with $\nabla\cdot\mathbf D=4\pi\rho$; charges in the example are in units of $e$.

## The localized ionic charge

Split the polarization into two parts. The ionic part $\mathbf P$ is that produced by ionic displacements at zero macroscopic field: Born charges times displacements, per volume. The rest is the electronic response to the macroscopic field, $(\varepsilon_\infty-1)\mathbf E/4\pi$. Hence

$$\mathbf D=\mathbf E+4\pi\,\frac{\varepsilon_\infty-1}{4\pi}\mathbf E+4\pi\mathbf P=\varepsilon_\infty\mathbf E+4\pi\mathbf P .$$

With the carrier present and the ions relaxed, $\mathbf D=\varepsilon_0\mathbf E$. Substituting $\mathbf E=\mathbf D/\varepsilon_0$ gives

$$\mathbf P=\frac{1}{4\pi}\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\mathbf D .$$

In a periodic calculation the carrier density $\rho$ is accompanied by a uniform background $-q/L^3$, so $\nabla\cdot\mathbf D=4\pi(\rho-q/L^3)$. The ionic charge density is therefore

$$\rho_{\rm ion}=-\nabla\cdot\mathbf P=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\left(\rho-\frac{q}{L^3}\right).$$

The first term has the shape of the carrier and integrates to $q_{\rm pol}$. The second is the uniform density $-q_{\rm pol}/L^3$. This background is part of the lattice polarization, so it stays when the carrier and its own artificial background are removed.

Two charges must be kept apart. $q_{\rm pol}$ is a source that the electrons still screen by $\varepsilon_\infty$; the localized bound charge left in the neutral cell, ionic plus electronic, is $q_{\rm pol}/\varepsilon_\infty$. In the relaxed charged state the same bookkeeping gives

$$\frac{q+q_{\rm pol}}{\varepsilon_\infty}=\frac{q\,\varepsilon_\infty/\varepsilon_0}{\varepsilon_\infty}=\frac q{\varepsilon_0},$$

as static screening requires.

## Two contributions to the neutral energy

For a point charge $Q$ in a medium $\varepsilon$, the images and background produce a potential $-\alpha Q/(\varepsilon L)$ at the charge, with the cell-average potential set to zero. Half the charge times this potential is the image energy:

$$E_m(Q,\varepsilon)=-\frac{\alpha Q^2}{2\varepsilon L}.$$

The lattice must pay for its polarization. In linear response the energy is

$$U=\int\left[\frac{P^2}{2\chi}+\frac{\varepsilon_\infty E^2}{8\pi}\right]d^3r,\qquad \mathbf E=\frac{\mathbf D-4\pi\mathbf P}{\varepsilon_\infty}.$$

The first term is the lattice energy, the second the field energy including electronic screening. At fixed $\mathbf D$, varying $\mathbf P$ gives $\mathbf P/\chi-\mathbf E=0$. Then $\mathbf D=(\varepsilon_\infty+4\pi\chi)\mathbf E$, which fixes $4\pi\chi=\varepsilon_0-\varepsilon_\infty$.

**Lattice term.** Insert the relaxed $\mathbf P$:

$$\frac{P^2}{2\chi}=\frac{(\varepsilon_0-\varepsilon_\infty)^2}{\varepsilon_0^2}\,\frac{D^2}{16\pi^2}\,\frac{4\pi}{2(\varepsilon_0-\varepsilon_\infty)}=\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0^2}\,\frac{D^2}{8\pi}.$$

The integral of $D^2/8\pi$ over the cell is the carrier's self-energy in vacuum plus the vacuum image energy $-\alpha q^2/2L$. The image part of the lattice energy is thus

$$E_{\rm lat}=-\frac{\alpha q^2}{2L}\,\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0^2}.$$

**Field term.** After removal of the carrier, $q_{\rm pol}$ is the source in a medium $\varepsilon_\infty$:

$$E_m(q_{\rm pol},\varepsilon_\infty)=-\frac{\alpha q^2}{2L}\,\frac{(\varepsilon_0-\varepsilon_\infty)^2}{\varepsilon_0^2\,\varepsilon_\infty}.$$

**Sum.** The factors multiplying $-\alpha q^2/2L$ add to

$$\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0^2}\left[1+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty}\right]=\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0\varepsilon_\infty}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

Dividing each term by the sum gives their weights: the lattice term supplies the fraction $\varepsilon_\infty/\varepsilon_0$ and the field term $1-\varepsilon_\infty/\varepsilon_0$. Keeping the field of $q_{\rm pol}$ alone would miss the first fraction.

There is a check that does not use $q_{\rm pol}$. For one lattice coordinate $x$, let the neutral energy be $kx^2/2$ and the charged energy $kx^2/2-fx$. The charged minimum is at $x=f/k$. The neutral energy there is $f^2/2k$, equal to the energy the charged state gained by relaxing. That gain is the charged energy screened by $\varepsilon_\infty$ minus that screened by $\varepsilon_0$, so its image part is $E_m(q,\varepsilon_\infty)-E_m(q,\varepsilon_0)$, the same result.

If $\varepsilon_0=\varepsilon_\infty$, the long-range ionic charge and the leading error vanish. If $\varepsilon_0\to\infty$, then $q_{\rm pol}\to-q$: the relaxed charged cell has no leading image error, while the neutral frozen cell has the full factor $1/\varepsilon_\infty$. A neutral cell whose ions are allowed to relax back to the pristine structure has no such error.

## The vertical energy difference

For any final charge $q'$ at the same frozen ions, the source is $q'+q_{\rm pol}$:

$$E_{\rm img}(q')=E_{\rm lat}+E_m(q'+q_{\rm pol},\varepsilon_\infty).$$

The lattice term cancels in the vertical difference. The remaining factor is

$$\frac{(q+q_{\rm pol})^2-q_{\rm pol}^2}{\varepsilon_\infty}=\frac{q^2+2qq_{\rm pol}}{\varepsilon_\infty}=q^2\left(\frac2{\varepsilon_0}-\frac1{\varepsilon_\infty}\right).$$

Thus

$$E_{\rm img}(q)-E_{\rm img}(0)=-\frac{\alpha q^2}{2L}\left(\frac2{\varepsilon_0}-\frac1{\varepsilon_\infty}\right).$$

The sign changes at $\varepsilon_0=2\varepsilon_\infty$. Above that ratio the neutral state has the larger image error, and the correction to $E(q)-E(0)$ is negative. A charge-transition level also needs a band-edge reference and potential alignment, which are separate from this term.

## Weighing the terms in a hafnia-like oxide

Take an electron polaron, $q=-1$, with rough values $\varepsilon_\infty=4.5$ and $\varepsilon_0=20$. The cubic cell is 0.51 nm and the supercell $2\times2\times2$, so $L=1.02$ nm. The ionic charge is

$$q_{\rm pol}=+(1-4.5/20)=+0.775,$$

or $+0.172$ after electronic screening. With $\alpha=2.8373$ and $e^2/4\pi\varepsilon_{\rm vac}=1.440$ eV nm, the common energy scale is

$$\frac{2.8373\times1.440}{2\times1.02}=2.003\ {\rm eV}.$$

The corrections to add are:

- Lattice term: $2.003\times(20-4.5)/20^2=0.078$ eV.
- Field of $q_{\rm pol}$: $2.003\times0.775^2/4.5=0.267$ eV.
- Neutral frozen state, their sum: $0.345$ eV.
- Relaxed charged state: $2.003/20=0.100$ eV.
- Vertical $E(q)-E(0)$: $0.100-0.345=-0.245$ eV.

Correcting the charged state alone would shift the vertical difference by $+0.100$ eV, in the wrong direction.

## A test with explicit dipoles

The continuum argument can be tested on an fcc lattice of point dipoles, each with an electronic and an ionic polarizability chosen to reproduce the two permittivities. A charge on one site relaxes the lattice; the ionic dipoles are then frozen and the charge is changed.

The dipole flux through lattice planes measures the ionic charge in a slab $|x'|<x$. Since the slab contains the fraction $2x/L$ of the background, the continuum prediction is $q_{\rm pol}(1-2x/L)$. In a 4.08 nm cell the lattice gives $+0.3875$ at $x=1.02$ nm, as predicted. A straight line through the planes from there outward extrapolates to $+0.7749$ at $x=0$, against $+0.7750$. At the first plane, 0.255 nm from the charge, the lattice gives 0.710 and the continuum 0.678: the formula describes the distant field, not the charge profile at atomic distances.

The size dependence of the energy gives a second test. The fitted factor multiplying $-\alpha/2L$ is 0.17217 for the neutral state, against 0.17222 from the formula. For a final charge $+1$ at the same ions it is 0.7387 against 0.7389.

At $L=1.02$ nm the raw neutral energy is 0.246 eV and the corrected one 0.591 eV; the extrapolated infinite-cell value is 0.600 eV. The correction reduces the error relative to that limit from 0.354 to 0.009 eV. Without it, even a 5.10 nm cell is 0.069 eV too low. These energies belong to the dipole model and are not predictions of the polaron energy in hafnia.

## What the leading term leaves out

**Carrier size.** Near the carrier, the periodic potential of a unit charge differs from $1/r$ by $-\alpha/L+2\pi r^2/(3L^3)$; the quadratic term comes from the uniform background. For a spherical carrier the mean squared distance between two of its charge elements is $2\langle r^2\rangle$. Including the factor one half, the vacuum image energy gains $2\pi q^2\langle r^2\rangle/(3L^3)$. For an rms radius of 0.15 nm this lowers the neutral correction by 0.011 eV.

**Anisotropy.** With permittivity tensors, the ionic source becomes

$$\rho_{\rm ion}(\mathbf G)=-\rho(\mathbf G)\left[1-\frac{\mathbf G\cdot\boldsymbol\varepsilon_\infty\cdot\mathbf G}{\mathbf G\cdot\boldsymbol\varepsilon_0\cdot\mathbf G}\right],\qquad \mathbf G\ne0.$$

Unless the tensors are proportional, the bracket depends on direction and the source is no longer a point charge. The harmonic argument still gives the neutral energy as a difference of two image energies. For diagonal values (4.2, 4.6, 4.7) and (16, 20, 24), the correction is 0.3447 eV instead of 0.3449 eV. The means of these tensors equal the isotropic values used above. In a cubic supercell the first-order change depends only on those means, so it vanishes here; other tensors can give a larger change.

**Permittivity and nonlinearity.** Changing $\varepsilon_0$ by 20% down or up, at fixed $\varepsilon_\infty$, gives 0.320 or 0.362 eV. The correction is far more sensitive to $\varepsilon_\infty$: the same change at fixed $\varepsilon_0$ gives 0.456 or 0.271 eV. For a carrier centred on a cation, the point-charge continuum field of the relaxed polaron is 5.5 MV/cm at the nearest cation site, 0.361 nm away, and about 15 MV/cm at the nearest oxygen sites of the fluorite cell, 0.221 nm away. In the neutral frozen state the screened charge is 0.172 rather than 0.05 in magnitude, so the field is 3.4 times larger, 19 MV/cm at the cation site. At such atomic distances these are only rough estimates. They reach or exceed the rough breakdown scale of hafnia films, several MV/cm. These fields act over atomic distances only, so they do not imply breakdown, and the comparison alone does not show that linear response fails. The dipole model is itself linear and cannot test this assumption, which is least secure close to the carrier, where the field is largest.

**Lattice motion.** In the one-coordinate model the vertical gap varies as $fx$. Let $u=x-\langle x\rangle$ be the deviation from the mean. The variance of the gap is $f^2\langle u^2\rangle$, with $\langle u^2\rangle=(\hbar\omega/2k)\coth(\hbar\omega/2k_BT)$ for a harmonic oscillator. Writing $\lambda=f^2/2k$ gives

$$\sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.$$

For $\lambda=0.600$ eV, taken from the dipole model as an illustration, and a 50 meV phonon, $\sigma$ is 0.20 eV at 300 K and 0.21 eV at 358 K. This is a physical spread about the mean level, whereas the image error shifts the mean, so the spread does not excuse omitting the correction.

**The real device.** The chosen permittivities are in the rough range of hafnia, whose static value depends on phase and film quality. The corrected energy estimates, to leading order, that of an isolated polaron in infinite bulk; a real film departs from that picture, for example through its interfaces. Near an ideal metal plane at distance $d$, the electrostatic image changes the charged energy by $-q^2/(4\varepsilon d)$. Taking the difference between $\varepsilon_\infty$ and $\varepsilon_0$, the frozen distortion energy changes by $-(q^2/4d)(1/\varepsilon_\infty-1/\varepsilon_0)$. At $d=3$ nm this is $-(1.440/12)\times0.172=-0.021$ eV, for oxide filling the half-space beside a single plane. At the middle of a 6 nm film between two metal planes the repeated images multiply this by $2\ln2$, giving $-0.029$ eV. It is a real interface effect, to be added after the artificial supercell images have been removed.

The full set of values is in the numerical output below.

## Computed values

```
carrier charge q = -1 e; eps_inf = 4.5; eps_0 = 20.0
cubic cell a = 0.51 nm; example supercell L = 1.02 nm
Madelung constant alpha = 2.837297
Coulomb constant = 1.439965 eV nm
q_pol, formula = +0.7750 e
q_pol, dipole flux extrapolated to x=0 = +0.7749 e
electronically screened q_pol/eps_inf = +0.1722 e
Ionic charge inside slab |x'|<x, supercell side 4.08 nm:
  x (nm)   dipole lattice (e)   q_pol(1-2x/L) (e)
  0.255    +0.7100              +0.6781
  0.510    +0.5778              +0.5813
  0.765    +0.4847              +0.4844
  1.020    +0.3875              +0.3875
  1.275    +0.2906              +0.2906
  1.530    +0.1937              +0.1938
  1.785    +0.0969              +0.0969
  2.040    -0.0000              +0.0000
Image factor f in E_image = -alpha f/(2L), frozen ions:
  final charge -1 e: lattice 0.05000, formula 0.05000
  final charge +0 e: lattice 0.17217, formula 0.17222
  final charge +1 e: lattice 0.73868, formula 0.73889
vertical factor 2/eps_0 - 1/eps_inf = -0.12222
Neutral frozen-cell energy above pristine cell:
  N   L (nm)   raw (eV)   corrected (eV)
   2   1.02    0.2456     0.5905
   3   1.53    0.3691     0.5991
   4   2.04    0.4282     0.6007
   5   2.55    0.4626     0.6005
   6   3.06    0.4853     0.6003
   8   4.08    0.5137     0.5999
  10   5.10    0.5308     0.5998
extrapolated infinite-cell energy = 0.5996 eV
alpha e^2/(2L) in vacuum, example cell = 2.0027 eV
correction to add, neutral frozen = +0.3449 eV
correction to add, charged relaxed = +0.1001 eV
correction to add, vertical E(q)-E(0) = -0.2448 eV
Neglected effects, example cell:
  rms radius 0.15 nm changes neutral correction by -0.0110 eV
  tensors [4.2, 4.6, 4.7], [16.0, 20.0, 24.0]: neutral correction +0.3447 eV
  eps_0 20% lower / higher: +0.3199 / +0.3616 eV
  continuum field at 0.361 nm = 5.54 MV/cm
  continuum field at L/2 = 2.77 MV/cm (one charge, no images)
  neighbour shift for Born charge 5 e = 4.0 pm
  level width at 300 K: classical 0.176, 50 meV phonon 0.200 eV
  level width at 358 K: classical 0.192, 50 meV phonon 0.212 eV
```
